# Why a soft film on a rigid substrate resonates at odd quarter-waves

**Q:** I want to use thickness vibrations to measure the stiffness of a porous dielectric film on a wafer. I am told to expect frequencies at odd multiples of the sound speed divided by four times the thickness. Why four, and why odd?

**A:** Both come from the two faces being unlike: the bottom is held and the top is free. Take a uniform, isotropic film of thickness $d$ and density $\rho$, without internal loss. Let $z$ run upward from the bonded interface at $z=0$ to the free surface at $z=d$. The displacement $u(z,t)$ points along $z$ and is the same at every point of the plane. That is what "longitudinal thickness resonance" means here.

The elastic equations keep the same form in atomic units, where a vibrational quantum is simply the angular frequency $\omega$.

**Q:** Which stiffness enters? My data sheet lists Young's modulus.

**A:** Not Young's modulus $E$, because that belongs to a body free to contract sideways. Here neighbouring parts of the film move alike, so the lateral strains vanish. With Poisson ratio $\nu$, Hooke's law for one lateral direction gives

$$0=\sigma_x-\nu(\sigma_y+\sigma_z).$$

By symmetry $\sigma_x=\sigma_y$, hence $\sigma_x=\nu\sigma_z/(1-\nu)$. Put this into the law for the vertical strain $u'=\partial u/\partial z$:

$$E u'=\sigma_z-2\nu\sigma_x=\sigma_z\,\frac{1-\nu-2\nu^2}{1-\nu}.$$

The numerator factors as $(1+\nu)(1-2\nu)$, so

$$\sigma_z=M u',\qquad M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)}.$$

Now apply Newton's law to a slice of height $dz$ and unit area. The stress above pulls it up and the stress below pulls it down:

$$\rho\,dz\,\ddot u=\sigma_z(z+dz)-\sigma_z(z)\quad\Rightarrow\quad \rho\ddot u=M u''.$$

A vibration with wavenumber $k$ and angular frequency $\omega$ therefore obeys $\rho\omega^2=Mk^2$, or $\omega=vk$ with $v=\sqrt{M/\rho}$.

**Q:** Where do the faces come in?

**A:** They select the allowed $k$. With time counted from a moment of greatest displacement, a standing vibration at a single frequency has the form

$$u=(A\sin kz+B\cos kz)\cos\omega t.$$

A perfectly rigid substrate does not move and the film is bonded to it, so $u(0)=0$ and $B=0$. Nothing pulls on the free surface, so its stress vanishes:

$$\sigma_z(d)=MkA\cos kd\,\cos\omega t=0.$$

For a moving film $A\neq0$. The case $k=0$ must be checked separately: its shape is a constant plus a multiple of $z$; the bottom condition removes the constant and the top condition removes the slope, so no motion is left. Hence $\cos kd=0$, and

$$kd=\left(n-\tfrac12\right)\pi,\qquad n=1,2,3,\ldots$$

With $f=\omega/2\pi=vk/2\pi$ this becomes

$$f_n=(2n-1)\frac{v}{4d}.$$

Since the wavelength is $\lambda=2\pi/k$, the same condition reads $d=(2n-1)\lambda/4$. A sine wave needs a quarter wavelength to go from a point of no displacement to a point of no strain. Adding half wavelengths leaves the kind of point at each face unchanged. That gives one quarter, three quarters, five quarters, and no even number.

**Q:** I follow the algebra, but I think in echoes. Can you explain it that way?

**A:** Follow one pulse. Near the free top, let an upgoing pulse $g$ meet its reflection $h$:

$$u=g\!\left(t-\frac{z-d}{v}\right)+h\!\left(t+\frac{z-d}{v}\right).$$

Zero stress at $z=d$ requires $-g'+h'=0$. Both pulses vanish before arrival, so $h=g$: the displacement returns with the same sign. At the rigid bottom the total displacement must vanish, so the reflected pulse is minus the incident one.

A round trip takes $2d/v$ and contains one reversal. The surface signal $s$ therefore obeys

$$s(t+2d/v)=-s(t).$$

An oscillation fits this rule if its phase advances by an odd multiple of $\pi$ in one round trip:

$$\omega\,\frac{2d}{v}=(2n-1)\pi,$$

which is the same series. The lowest mode makes half an oscillation per round trip, so its period is two round trips, $4d/v$. That is where the four comes from.

**Q:** And if the film came loose?

**A:** With complete loss of contact both faces are free and there is no reversal. The phase advance must then be $2\pi m$, with $m=1,2,\ldots$, so $f=m\,v/(2d)$. Two clamped faces give the same series, because two reversals cancel. The odd series thus needs unlike faces.

**Q:** Let us put in numbers. My film is about 200 nm thick.

**A:** Take $d=200$ nm, $\rho=1.2$ g/cm³, $E=5.0$ GPa and $\nu=0.25$. Then

$$M=5.0\times\frac{0.75}{1.25\times0.50}=6.0\ \text{GPa},$$

$$v=\sqrt{\frac{6.0\times10^9}{1200}}\approx2236\ \text{m/s},$$

$$f_1=\frac{2236}{4\times200\times10^{-9}}\ \text{Hz}\approx2.80\ \text{GHz}.$$

The next two are three and five times as high: 8.39 and 13.98 GHz. The three quanta $hf_n$ are 11.6, 34.7 and 57.8 µeV. At 300 K the thermal energy is about 2200 times the lowest quantum, so a classical treatment of the motion is adequate.

As a check that does not assume sine waves, the film was cut into 400 cells, represented by masses and springs, and the resulting matrix was diagonalized. With the bottom clamped and the top free, the lowest frequencies were 2.7951, 8.3852 and 13.9752 GHz, against 2.7951, 8.3853 and 13.9754 GHz from the formula. With both faces free, or both clamped, the lowest vibration moved to 5.5902 GHz, twice the clamped-free value.

If you used $E$ in place of $M$, the predicted speed and frequencies would be 8.7% too low. Conversely, a modulus obtained from $\rho v^2$ is $M$. Calling it $E$ would overstate Young's modulus by 20% at this Poisson ratio.

**Q:** Silicon is not infinitely rigid. What decides whether it is rigid enough?

**A:** The acoustic impedance, $Z=\rho v=\sqrt{\rho M}$, rather than the modulus alone. Let $r=Z_{\rm film}/Z_{\rm sub}$, and let the substrate be lossless and so deep that no wave returns from its far side.

Use the time factor $e^{-i\omega t}$. In the film, a downgoing wave of amplitude $D$ and an upgoing wave of amplitude $U$ give

$$u=De^{-ikz}+Ue^{ikz}.$$

The substrate carries only a departing wave, $Te^{-ik_sz}$, where $k_s$ is its wavenumber. Continuity of displacement at $z=0$ gives $D+U=T$. For the stress, note that $Mk=\rho v^2(\omega/v)=\omega Z$ in each material. Continuity of stress then gives

$$i\omega Z_{\rm film}(U-D)=-i\omega Z_{\rm sub}T.$$

Divide by $i\omega Z_{\rm sub}$ and insert $T=D+U$:

$$r(U-D)=-(D+U)\quad\Rightarrow\quad \frac UD=-\frac{1-r}{1+r}.$$

For $r<1$ the reversal survives, but the echo is weaker. The rigid limit is $r\to0$.

**Q:** Does the weaker echo also shift the frequencies?

**A:** Not in this lossless model, as long as $0<r<1$. The free top requires $Ue^{ikd}=De^{-ikd}$, so $D=Ue^{2ikd}$. Combining this with the bottom reflection gives

$$e^{2ikd}=-\frac{1+r}{1-r}.$$

Take the logarithm. The minus sign supplies an odd multiple of $i\pi$, and $\ln[(1+r)/(1-r)]=2\,\mathrm{artanh}\,r$. Thus

$$2ikd=i(2n-1)\pi+2\,\mathrm{artanh}\,r,$$

$$kd=\left(n-\tfrac12\right)\pi-i\,\mathrm{artanh}\,r.$$

The real part is unchanged. The negative imaginary part makes the vibration decay as $e^{-\gamma t}$, with $\gamma=(v/d)\,\mathrm{artanh}\,r$. Define the quality factor as $Q_n=\mathrm{Re}\,\omega_n/(2\gamma)$. Then

$$Q_n=\frac{(2n-1)\pi}{4\,\mathrm{artanh}\,r}.$$

For a substrate of density 2.3 g/cm³ and longitudinal modulus 170 GPa, the impedances are 2.68 MPa s/m for the film and 19.8 MPa s/m for the substrate. Their ratio is $r=0.136$. Each round trip multiplies the surface amplitude by $-0.761$, and the first three quality factors are 5.8, 17 and 29.

So this substrate is rigid enough to place the frequencies, but not to give a long ring. The nominal width $f_n/Q_n$ is the same for every order, about $2.80/5.75\approx0.49$ GHz, because all orders lose the same fraction per round trip.

**Q:** What happens if the film has the larger impedance?

**A:** At $r=1$ the bottom reflects nothing and the resonances disappear. For $r>1$ the reflected displacement keeps its sign. There is then no reversal in a round trip, and the resonances move to multiples of $v/(2d)$. The film behaves more like one with two free faces.

This was tested by following a pulse in time through film and substrate, with only the densities and moduli supplied. The surface spectrum was divided by that of the first arrival, to remove the shape of the pulse. For the soft film the second arrival was $-0.761$ times the first, and the peaks lay at 1, 3 and 5 in units of $v/(4d)$. With the two materials interchanged, the factor was $+0.761$ and the peaks lay at 2 and 4, where $v$ now belongs to the new film. The odd series thus needs a film that is lower in impedance than the substrate.

**Q:** I generate the sound with a thin aluminium layer on top. Is the surface still free?

**A:** No, and for a light film this matters. Treat the cap as a rigid mass $m$ per unit area and return to the rigid substrate, where $u\propto\sin kz$. The film pulls the cap down with stress $\sigma_z(d)$, so $m\ddot u(d)=-\sigma_z(d)$, or

$$m\omega^2\sin kd=Mk\cos kd.$$

Insert $\omega^2=Mk^2/\rho$, divide by $Mk\sin kd$, and write $x=kd$:

$$\cot x=\mu x,\qquad \mu=\frac{m}{\rho d}.$$

Without a cap, $\mu=0$ and the odd quarters return. For a small load, put $x=x_n-\delta$ with $x_n=(n-\frac12)\pi$. Then $\cot x=\tan\delta$, and to first order $\delta=\mu x_n$. Each frequency falls by the fraction $\mu$, provided $\mu x_n\ll1$.

For 10 nm of aluminium at 2.7 g/cm³,

$$\mu=\frac{10\times2.7}{200\times1.2}=0.1125.$$

The full equation gives 2.51, 7.59 and 12.77 GHz, which are 10.0%, 9.5% and 8.6% below the bare-film values. The fractional shift shrinks at higher order because $\delta=\arctan(\mu x)$ grows more slowly than $\mu x$. The ratios to the first frequency become 3.02 and 5.08, so the odd-integer pattern is slightly broken.

If you ignored the cap and computed the modulus from the first frequency, you would obtain $(2.5145/2.7951)^2\approx0.81$ of the correct value, at fixed thickness and density. Near-integer ratios therefore do not prove that the surface is unloaded.

In the opposite limit, $\mu\to\infty$, the roots with $n\geq2$ approach $(n-1)\pi$: the heavy cap acts as a second clamp. The lowest root tends to $1/\sqrt\mu$, which describes a mass bouncing on the film as a spring.

**Q:** How closely does your example resemble a real film, and what else could spoil the estimate?

**A:** The values are rough, round choices in the regime of a porous organosilicate low-k film on a silicon wafer. A modulus of a few GPa is reasonable for such a film, but it depends strongly on porosity and processing. A thickness of 200 nm suits an unpatterned test film; layers in a circuit can be thinner. The assumption most strongly broken in the capped sample is the free surface, which costs about 10% in frequency. The finite substrate impedance mainly limits the ringing. Patterned structures, with metal beside the dielectric, also break the lateral uniformity, and the numbers here do not cover them.

Variation with depth can also matter. Replacing the lowest 2 nm by a layer with one sixth of the modulus adds 5% to the film's compliance and lowers the first frequency by nearly 5%.

The following effects shift the frequencies much less in this example, although internal loss clearly lowers the quality factors:

- **Internal loss.** With an assumed loss tangent of 0.02, a real part of the modulus that does not vary with frequency, and the silicon-like substrate, the first quality factor falls from 5.75 to 5.15 and the first frequency by 0.17%. The third quality factor falls from 29 to 18, so film loss matters more where leakage per cycle is weaker.
- **Lateral variation.** A light spot of radius $w=5$ µm suggests an in-plane wavenumber $q=2/w$, so $qd=0.08$. On a rigid substrate, the first three frequencies then change by $-0.012\%$, $+0.066\%$ and $+0.006\%$. All three are far below the shift caused by the cap. These values belong to $\nu=0.25$. Near $\nu=0.219$ the longitudinal and shear speeds stand in the ratio $5/3$, so the second longitudinal resonance coincides with the third shear resonance; on a rigid substrate it then splits into two lines about 0.5% below and above, a splitting proportional to $q$.
- **Pores.** A chain of equal cells with 2 nm spacing lowers the third frequency by 0.026%. This shows only the effect of a finite spacing; the contrast and disorder of real pores are not modelled.
- **Air.** Its impedance is about $1.5\times10^{-4}$ of the film's, so the bare top is very nearly free.

The small lateral shift applies to a wide spot. In oblique light scattering the in-plane wavelength can be comparable to $d$. Longitudinal and shear motion then mix, and the thickness-only formula should not be used.

**Q:** So what should I check before I turn a peak into a stiffness?

**A:** Check that the film is bonded and uniform through its depth, that its impedance is well below the substrate's, and that the excitation is wide compared with the thickness. Include the mass of any cap. Then identify the order $n$ from several peaks. For an uncapped film that meets these conditions and has small internal loss,

$$M=\rho\left(\frac{4df_n}{2n-1}\right)^2.$$

Here $f_n$ means $\mathrm{Re}\,\omega_n/2\pi$, the frequency of the freely decaying vibration. A peak in a measured spectrum can lie elsewhere when the ringing is short. For a force acting on the surface, for example, the displacement peak is lower by a fraction of about $1/(4Q_n^2)$. At $Q_1=5.75$ that is 0.8% in frequency, or 1.5% in $M$; higher orders suffer less. Sudden heating can do more. If only the top tenth of this film is heated in a step and stays warm, the first peak in the spectrum of the surface velocity lies about 6% low, because the thermal expansion adds a smooth background to the resonance. In that case, start the time record at the moment of heating and subtract the final static displacement from it; the first peak of the displacement spectrum then lies within 0.1% of $f_1$. The record must not include time before the heating, because after the subtraction that stretch acts as a step and brings a background back.

Thickness and frequency enter squared, so a 1% error in $d$ alone gives about 2% in $M$. An error in density enters once. To convert $M$ to $E$ you still need the Poisson ratio, which this series of frequencies does not supply. The result is the stiffness at gigahertz frequencies. In a film with internal loss it can be noticeably higher than the value from a slow mechanical test, so compare it with a data sheet with care. The program's values are in the numerical output below; it does not include the soft-layer shift, the shear coincidence, or the peak shifts for a surface force and for sudden heating.

## Calculated quantities

```
film thickness: 200 nm
film density: 1.2 g/cm3
Young's modulus: 5.0 GPa; Poisson ratio: 0.25
zero-lateral-strain modulus M: 6.000 GPa
longitudinal speed v: 2236.1 m/s
speed if E replaced M: 2041.2 m/s (-8.71 %)
round-trip time 2d/v: 178.9 ps
n=1: formula 2.7951 GHz; chain 2.7951 GHz; quantum 11.56 ueV; wavelength 800.0 nm
n=2: formula 8.3853 GHz; chain 8.3852 GHz; quantum 34.68 ueV; wavelength 266.7 nm
n=3: formula 13.9754 GHz; chain 13.9752 GHz; quantum 57.80 ueV; wavelength 160.0 nm
free-free chain, GHz: [ 5.5902 11.1802 16.7701]
clamped-clamped chain, GHz: [ 5.5902 11.1802 16.7701]
substrate density: 2.3 g/cm3; modulus: 170 GPa
film impedance: 2.683 MPa s/m
substrate impedance: 19.774 MPa s/m
impedance ratio r: 0.1357; artanh r: 0.1365
bottom reflection, formula: -0.7610
echo ratio, pulse run: -0.7610
soft-film peaks, units v/(4d): [1. 3. 5.]
reversed materials, echo ratio: 0.7610
reversed materials, peaks, units v/(4d): [2. 4.]
Q from leakage, n=1,2,3: [ 5.75 17.26 28.76]
assumed film loss tangent: 0.02
Q with leakage and film loss: [ 5.15 12.82 18.25]
frequency shift from film loss, %: [-0.17  -0.053 -0.03 ]
cap: 10 nm at 2.7 g/cm3; cap/film mass ratio: 0.1125
capped film, GHz: [ 2.5145  7.5892 12.767 ]
cap shift, %: [-10.04  -9.49  -8.65]
capped f_n/f_1: [1.    3.018 5.077]
spot radius w: 5 um; q d with q=2/w: 0.080
lateral-variation shift, %: [-0.0119  0.0664  0.0056]
grain scale: 2 nm
grain shift, %: [-0.001  -0.0093 -0.0257]
air/film impedance ratio: 1.52e-04
kT/(h f_1) at 300 K: 2236
```
